# Temperature-squared inelastic cotunnelling in a many-level Coulomb-blockade valley

A blockaded transistor whose leakage is estimated from thermal activation alone can look far better insulated than it is. For the silicon island treated below, at 0.4 K, activation gives $7.3\times10^{-6}$ nS, while the second-order process gives 0.48 nS, about 66,000 times more. The temperature dependence is wrong too: activation predicts an exponential freeze-out, where cotunnelling leaves a power law.

## 1. Setting and first-order rate

A dot is joined to leads L and R by weak barriers, with conductances $G_L,G_R\ll e^2/h$. The charge $e$ is positive, and a positive $V$ raises the electron energies of L above those of R by $eV$. At $V=0$ all single-particle energies $\varepsilon$ are measured from the common Fermi level. With $N$ electrons on the dot stable, adding one at the Fermi level costs $E_+$ and removing one costs $E_-$. Both are positive in the valley.

The tunnelling Hamiltonian is

$$H_T=\sum_{kp}t_L d_p^\dagger c_k+\sum_{rq}t_R c_r^\dagger d_q+\text{h.c.},$$

where $k$ labels L, $r$ labels R, and $p,q$ label dot states. Spin is conserved, and $|t_j|^2$ denotes an average over states. There are $N_s$ spin species, with lead density $\nu_j$ and dot spacing $\delta_s$ per species. The spacing of all dot states together is $\delta=\delta_s/N_s$.

Start with one barrier and no charging cost. If a transfer releases energy $x$, the golden rule contains $\int f(\varepsilon)[1-f(\varepsilon+x)]d\varepsilon$. The Fermi function obeys

$$f(\varepsilon)[1-f(\varepsilon+x)]=\frac{f(\varepsilon)-f(\varepsilon+x)}{1-e^{-x/kT}},$$

and the numerator integrates to $x$. The available phase space is therefore

$$F(x)=\frac{x}{1-e^{-x/kT}},\qquad F(x)-F(-x)=x.$$

The second relation makes the net current linear in voltage, with

$$G_j=\frac{2\pi e^2}{\hbar}\frac{N_s|t_j|^2\nu_j}{\delta_s}.$$

A single transfer thus has rate $G_jF(x)/e^2$. In the valley $x=-E_\pm$, and $F(-E)\simeq Ee^{-E/kT}$ when $E\gg kT$. First order freezes out, so the next order must be found.

## 2. Four orbitals and two time orders

Take one filled lead state $k$, one empty dot state $p$, one filled dot state $q$ and one empty lead state $r$. The transfers $k\to p$ and $q\to r$ move one electron from L to R and leave an electron-hole pair on the dot. The process is inelastic because the dot has changed its state.

If $k\to p$ comes first, the intermediate state lies $E_++\varepsilon_p-\varepsilon_k$ above the initial one. If $q\to r$ comes first, it lies $E_-+\varepsilon_r-\varepsilon_q$ above. The operators $d_p^\dagger c_k$ and $c_r^\dagger d_q$ are each products of two fermion operators on different orbitals, so they commute. Both orders reach the same final state with the same sign, and second-order perturbation theory gives

$$M=-t_Lt_RA,\qquad A=\frac1{E_++\varepsilon_p-\varepsilon_k}+\frac1{E_-+\varepsilon_r-\varepsilon_q}.$$

For particle energies small compared with $E_\pm$ this becomes the constant

$$A_0=\frac1{E_+}+\frac1{E_-}.$$

As a limit, let $E_-\to\infty$: the order that first empties the dot drops out and $A_0\to1/E_+$. At the valley centre the two orders contribute equally, and the rate is four times that of one order alone.

## 3. Many levels at zero bias

Now let the dot spectrum be dense, $\delta\ll kT$, with its electrons in thermal equilibrium. The two transfers have independent spins, which gives a factor $N_s^2$. The rate prefactor is

$$\frac{2\pi}{\hbar}\frac{N_s^2|t_L|^2|t_R|^2\nu_L\nu_R}{\delta_s^2}
=\frac{2\pi}{\hbar}\,\frac{\hbar G_L}{2\pi e^2}\,\frac{\hbar G_R}{2\pi e^2}
=\frac{\hbar G_LG_R}{2\pi e^4}.$$

It multiplies the integral over four energies of

$$f_k(1-f_p)f_q(1-f_r)\,A^2\,\delta(\varepsilon_p+\varepsilon_r-\varepsilon_k-\varepsilon_q).$$

The conductance follows from the equilibrium rate. Let the chemical potentials be $\mu_L,\mu_D,\mu_R$. A process and its reverse have the same intermediate energies, hence the same $A^2$. Since $f/(1-f)=e^{-(\varepsilon-\mu)/kT}$, the ratio of their occupation factors is

$$\exp\frac{-(\varepsilon_k-\mu_L)+(\varepsilon_p-\mu_D)-(\varepsilon_q-\mu_D)+(\varepsilon_r-\mu_R)}{kT}=e^{eV/kT}.$$

Energy conservation removed the $\varepsilon$'s, and $\mu_D$ cancelled. The current is therefore

$$I=e\Gamma_{L\to R}\left(1-e^{-eV/kT}\right),\qquad G=\frac{e^2}{kT}\Gamma_0,$$

where $\Gamma_0$ is the one-way rate at $V=0$.

To find $\Gamma_0$, replace $A$ by $A_0$ and let the left transfer release energy $\omega$. The right transfer must then absorb $\omega$. Each transfer contributes one factor $F$, so the phase space is

$$\int F(\omega)F(-\omega)\,d\omega=(kT)^3\int_{-\infty}^{\infty}\frac{x^2}{4\sinh^2(x/2)}dx,\qquad x=\omega/kT.$$

For $x>0$, $1/[4\sinh^2(x/2)]=\sum_{n\ge1}ne^{-nx}$. Doubling the integral over positive $x$ gives

$$2\sum_n n\frac{2}{n^3}=4\sum_n\frac1{n^2}=\frac{2\pi^2}{3}.$$

Combining the factors,

$$G_{\rm in}=\frac{e^2}{kT}\,\frac{\hbar G_LG_R}{2\pi e^4}A_0^2\,\frac{2\pi^2}{3}(kT)^3,$$

$$\boxed{G_{\rm in}=\frac{\pi\hbar}{3e^2}G_LG_R\left(\frac1{E_+}+\frac1{E_-}\right)^2(kT)^2.}$$

Four energies range over widths of order $kT$ and one constraint ties them together, so the rate goes as $T^3$. Linear response divides by $kT$ and leaves $T^2$. The combination $\hbar G/e^2$ is dimensionless, and the formula reads the same in Gaussian and SI units.

The limit $T\to0$ gives zero, but for a real dot it cannot be taken at fixed $\delta$. To see why, replace the dot continuum by evenly spaced spinless levels, with the chemical potential midway between two of them, Fermi occupations and constant $A_0$. Summing over pairs $p\ne q$ numerically gives these fractions of the continuum result:

| $\delta/kT$ | fraction |
|---|---|
| 0.05 | 0.992 |
| 1 | 0.848 |
| 5 | 0.27 |
| 10 | 0.014 |

The first deficits come from the omitted terms $p=q$. Since $\delta\sum_pf_p(1-f_p)\simeq kT$ and $F(0)=kT$, those terms make up $3\delta/(2\pi^2kT)=0.152\,\delta/kT$ of the continuum integral. At large spacing, even the cheapest pair excitation of these spinless levels costs $\delta$ and is frozen out. A dot with spin-degenerate levels and an odd number of electrons behaves differently: flipping the unpaired spin costs no energy, so to this order in tunnelling a temperature-independent inelastic part survives.

## 4. Finite bias

For $eV\ll E_\pm$ the amplitude is still $A_0$, but the two transfers together now release $eV$. The dot electrons are again taken to be in equilibrium at $T$, which requires the electron-hole pairs left on the dot to relax between tunnelling events. Measure energies in units of $kT$, put $v=eV/kT$ and define $N(x)=1/(1-e^{-x})$, so that $F=xN$. The required integral is

$$J(v)=\int\omega(v-\omega)N(\omega)N(v-\omega)\,d\omega.$$

With $a=e^{-\omega}$ and $b=e^{-(v-\omega)}$ we have $ab=e^{-v}$ and $N(\omega-v)=-b/(1-b)$. Hence

$$N(\omega)-N(\omega-v)=\frac1{1-a}+\frac b{1-b}=\frac{1-ab}{(1-a)(1-b)}=(1-e^{-v})N(\omega)N(v-\omega).$$

Split $N(x)=\theta(x)+s(x)$, where $\theta$ is the unit step and $s(x)=\mathrm{sgn}(x)/(e^{|x|}-1)$ is odd. The steps contribute

$$\int_0^v\omega(v-\omega)d\omega=\frac{v^3}{6}.$$

In the term with $s(\omega)$, the part $-\omega^2s$ is odd and vanishes, leaving

$$2v\int_0^\infty\frac{\omega\,d\omega}{e^\omega-1}=2v\,\frac{\pi^2}{6}=\frac{\pi^2v}{3}.$$

In the term with $-s(\omega-v)$, put $u=\omega-v$. The integrand becomes $(u^2+uv)s(u)$, which also gives $\pi^2v/3$. Therefore

$$(1-e^{-v})J(v)=\frac{v(v^2+4\pi^2)}6,$$

and, with units restored,

$$I=\frac{\hbar G_LG_R}{12\pi e^2}A_0^2\,V\left[(eV)^2+(2\pi kT)^2\right].$$

For $eV\ll2\pi kT$ this returns the boxed law. For $2\pi kT\ll eV\ll E_\pm$ the current goes as $V^3$: the bias now supplies the phase space that temperature supplied before. A temperature sweep at too large a bias therefore flattens out, even when inelastic cotunnelling is the sole process.

## 5. Energy in the denominators

Return to $V=0$ and restore the particle energies. Put $y=\varepsilon_p-\varepsilon_k$, so $\varepsilon_r-\varepsilon_q=-y$. From here on $a=1/E_+$ and $b=1/E_-$. Then

$$A=(a+b)-(a^2-b^2)y+(a^3+b^3)y^2+\cdots.$$

The thermal weight is even in $y$, so terms odd in $y$ average to zero. After squaring and dividing by $(a+b)^2$, the coefficient of $y^2$ is

$$(a-b)^2+2(a^2-ab+b^2)=3a^2-4ab+3b^2.$$

The series of Section 3 gives

$$\int\frac{x^4dx}{4\sinh^2(x/2)}=2\sum_n n\frac{24}{n^5}=48\,\frac{\pi^4}{90}=\frac{8\pi^4}{15}.$$

Dividing by $2\pi^2/3$ gives $\langle y^2\rangle=(4\pi^2/5)(kT)^2$. The leading correction is the factor

$$1+\frac{4\pi^2}{5}(kT)^2(3a^2-4ab+3b^2),$$

which at the valley centre, $E_+=E_-=E$, becomes $1+(8\pi^2/5)(kT/E)^2$. The coefficient is 15.8, so $kT$ must be well below $E$, not merely smaller. Near $y=-E_+$ or $y=E_-$ a denominator vanishes. There the intermediate charge state is real, the weight is exponentially small, and the process belongs to sequential tunnelling.

## 6. Two backgrounds that end the power law

**Elastic cotunnelling.** An electron can pass from $k$ to $r$ and leave the dot unchanged. Through an empty level the operators give $c_r^\dagger d_pd_p^\dagger c_k=c_r^\dagger c_k(1-n_p)$. Through a filled level they give $d_q^\dagger c_kc_r^\dagger d_q=-c_r^\dagger c_kn_q$, with the opposite sign. Assume that the products $t_Lt_R$ have random phases from level to level. Cross terms then average out, signs included:

$$\langle|M_{\rm el}|^2\rangle=\frac{|t_L|^2|t_R|^2}{\delta_s}\left[\int_0^\infty\frac{d\varepsilon}{(E_++\varepsilon)^2}+\int_0^\infty\frac{d\varepsilon}{(E_-+\varepsilon)^2}\right]=\frac{|t_L|^2|t_R|^2}{\delta_s}A_0.$$

The golden rule gives $G_{\rm el}=(2\pi e^2/\hbar)N_s\nu_L\nu_R\langle|M_{\rm el}|^2\rangle$. Substituting $|t_j|^2\nu_j=\hbar G_j\delta_s/(2\pi e^2N_s)$,

$$G_{\rm el}=\frac{\hbar G_LG_R}{2\pi e^2}\,\delta A_0,\qquad \frac{G_{\rm el}}{G_{\rm in}}=\frac{3\delta}{2\pi^2A_0(kT)^2}.$$

This part does not depend on temperature at leading order. At the valley centre the two are equal when $kT=\sqrt{3\delta E/4\pi^2}$. The condition $kT\gg\delta$ is therefore not enough for the total conductance: $kT$ must also exceed a scale set by $\sqrt{\delta E}$.

**Sequential tunnelling.** Consider the charge state $N+1$. In equilibrium the flux into it through barrier $j$ equals the flux out, and is $r_j=G_jE_+e^{-E_+/kT}/e^2$. Let a small bias shift lead $j$ by $eV_j$, and let the occupation of $N+1$ change by a factor $1+\phi$. Detailed balance at each barrier makes the net inflow $r_j(eV_j/kT-\phi)$. Inflow at L must equal outflow at R, so the barriers combine in series:

$$G=\frac{e^2}{kT}\frac{r_Lr_R}{r_L+r_R}=G_s\,x_+e^{-x_+},\qquad G_s=\frac{G_LG_R}{G_L+G_R},\quad x_\pm=\frac{E_\pm}{kT}.$$

State $N-1$ adds $G_sx_-e^{-x_-}$. Both excited states are rare here, so their contributions simply add.

The power law therefore occupies a window, bounded below by the elastic part and above by activation. Increasing $\delta$ at fixed $E$ and fixed barriers narrows it from below.

## 7. A doped silicon island

The model device is a single-electron transistor with a heavily n-doped silicon island of $100\times100\times40$ nm and $10^{20}$ electrons per cm³. The total capacitance is $C=100$ aF and each barrier has $0.1\,e^2/h=3.874$ µS. The device sits at the valley centre at 0.4 K.

With six valleys, two spins and masses 0.92 and 0.19 $m_0$, the density-of-states mass is $m_d=(0.92\times0.19^2)^{1/3}m_0$. The Fermi energy and level spacing are

$$E_F=\frac{\hbar^2}{2m_d}\left(\frac{6\pi^2n}{12}\right)^{2/3}=74\ \text{meV},\qquad \delta=\frac{2E_F}{3n\mathcal V}=1.23\ \mu\text{eV},$$

where $n$ is the density and $\mathcal V$ the volume. The charging cost is $E=e^2/2C=0.801$ meV. Since $kT=34.5$ µeV, $E/kT=23.2$ and $\delta/kT=0.036$, and both inequalities hold. With $\hbar G_j/e^2=0.1/2\pi$,

$$G_{\rm in}=\frac{\pi}{3}\,\frac{0.1}{2\pi}\left(\frac{2}{23.24}\right)^2\times3874\ \text{nS}=0.478\ \text{nS}=1.23\times10^{-5}\,\frac{e^2}{h}.$$

The elastic estimate is 0.030 nS at every temperature. It is an average over random phases: with only one channel per barrier, the standard deviation between devices is $\sqrt2$ times the average without a magnetic field, and equals the average when a field fully breaks time-reversal symmetry. It shrinks when many channels contribute. In the table, the sequential part comes from a numerical solution of the three-charge rate equations. The exponent is $d\ln G/d\ln T$ of the sum of all three parts, with only the leading denominator correction included; higher terms would raise the entries at 0.6 and 0.8 K by a little under 0.1.

| $T$ (K) | $G_{\rm in}$ (nS) | sequential (nS) | exponent |
|---|---|---|---|
| 0.1 | 0.030 | $1.5\times10^{-35}$ | 1.00 |
| 0.2 | 0.120 | $1.2\times10^{-15}$ | 1.61 |
| 0.4 | 0.478 | $7.3\times10^{-6}$ | 1.94 |
| 0.5 | 0.747 | $6.1\times10^{-4}$ | 2.02 |
| 0.6 | 1.08 | 0.011 | 2.19 |
| 0.8 | 1.91 | 0.40 | 3.51 |

Elastic and inelastic parts are equal at 0.10 K; sequential and leading inelastic parts are equal at 0.98 K. The exponent passes through 2 near 0.5 K without settling there. At 0.4 K the elastic part is 5.8% of the sum and lowers the exponent by 0.12, while the leading denominator correction raises it by 0.06. The value near 2 at 0.5 K is thus partly a cancellation. Within this model, plotting $G$ against $T^2$ separates the elastic intercept from the inelastic slope better than one fitted exponent, provided the fit stops near 0.4 K. Extended to 0.6 K, the curvature of the data roughly halves the intercept of an unweighted fit; weighting the points by their relative error reduces the loss to about 10%.

At 0.4 K the leading denominator correction is 2.9% of $G_{\rm in}$; higher terms bring it to about 3.2%. If the dot electrons stay in equilibrium, a bias of 10 µV changes $I/V$ by $(eV/2\pi kT)^2=0.2\%$. The cubic law of Section 4 has no clean range here, because $2\pi kT=0.217$ meV is already about a quarter of $E$.

Virtual tunnelling also shifts the charging cost. At zero temperature, a virtual transfer with charging cost $D$ lowers a charge state by $\alpha\int_0^W\omega\,d\omega/(D+\omega)$, with $\alpha=\hbar(G_L+G_R)/(2\pi e^2)=0.0051$ and a large cutoff $W$. The integral is $W-D\ln(W/|D|)$, taken as a principal value for negative $D$. State $N$ has costs $E,E$; state $N+1$ has $-E,3E$. In the difference of their shifts $W$ cancels:

$$\Delta E_+=\alpha E\left[-\ln\frac WE+3\ln\frac W{3E}-2\ln\frac WE\right]=-3\ln3\;\alpha E.$$

The cost falls by 1.7%, and by symmetry so does $E_-$, which raises $G_{\rm in}$ by 3.4%. Other corrections of the same order in the barrier conductance are not included, so this is a size, not a complete correction.

Heavily doped silicon-on-insulator single-electron transistors are real devices of this kind. The dimensions, capacitance and barriers are rough typical values, not those of a particular device. One weak assumption is in the elastic estimate, which supposes that an electron explores the whole island during the virtual time $\hbar/E=0.8$ ps. For a rough mobility $\mu=100$ cm²/Vs, the diffusion constant is $2E_F\mu/3e=4.9$ cm²/s, and crossing a length $\ell=100$ nm takes about $\ell^2$ divided by this constant, or 20 ps. With the barriers at opposite ends of the island, such slow crossing suppresses the elastic part, so 0.030 nS overestimates its average, the temperature where it equals the inelastic part lies below 0.10 K, and the low-temperature exponents in the table are too small. Barriers much closer together than the island size can raise the elastic part instead. With no elastic part at all, the total at 0.4 K would be about 6% lower. The inelastic process needs no such crossing, because different electrons tunnel at the two barriers. It does depend on the electron temperature: electrons at 0.44 K in a device thought to be at 0.40 K would raise $G_{\rm in}$ by 21%.

Numerical values quoted here were computed with a short program.
